# How deep is the deepest of N exponential band-tail states?

**Question.** An amorphous oxide semiconductor has localized states below its conduction-band edge, and their density falls exponentially with depth. A given transistor channel contains a finite number N of them. How deep does the deepest one typically lie, how much does it vary between nominally identical channels, and how do both quantities change with N?

**Answer.**

**Counting the states**

Let $\varepsilon\ge 0$ be the depth below the band edge, positive into the gap. The tail has the density of states

$$g(\varepsilon)=g_0e^{-\varepsilon/W},$$

where $W$ is the tail width and $g_0$ counts spatial orbitals per volume and energy. The levels are one-electron levels of an empty sample. A volume $V$ contains on average

$$N=V\int_0^\infty g_0e^{-\varepsilon/W}\,d\varepsilon=g_0WV$$

states. The gap is taken as much deeper than the depths of interest, so the upper limit may be infinite. Dividing $Vg$ by $N$ gives the probability density of one depth, $e^{-\varepsilon/W}/W$, and the chance that one state lies deeper than $x$ is $e^{-x/W}$.

Hence $Ne^{-x/W}$ states are expected beyond $x$. The deepest state should lie near the depth where this number has fallen to one:

$$Ne^{-x/W}=1\quad\Rightarrow\quad x=W\ln N .$$

This estimate needs the exponential law only in the deep part of the tail. If $g$ has another shape near the edge but equals $g_0e^{-\varepsilon/W}$ from some smaller depth through $x$ and beyond, the expected number beyond $x$ is still $g_0WVe^{-x/W}$. The result stands, with $g_0WV$ read as an extrapolated number of states.

**The exact distribution**

Now let N be a fixed integer and the depths independent. The deepest state is shallower than $x$ if all N states are, so

$$F_N(x)=\left(1-e^{-x/W}\right)^N .$$

The density of the deepest depth is the derivative,

$$f_N(x)=\frac{N}{W}\,e^{-x/W}\left(1-e^{-x/W}\right)^{N-1}.$$

To find its peak, write $y=e^{-x/W}$ and differentiate the logarithm, using $dy/dx=-y/W$:

$$\frac{d\ln f_N}{dx}=\frac1W\left[-1+(N-1)\frac{y}{1-y}\right].$$

This vanishes when $(N-1)y=1-y$, that is, when $Ny=1$. Since $y/(1-y)$ decreases with $x$, the slope changes from positive to negative there for $N\ge2$, and the point is a maximum. The most probable depth is therefore

$$x_{\rm mode}=W\ln N$$

with no correction at finite N. For $N=1$ the density is largest at $x=0$, which agrees.

Other measures of the typical depth differ from this by an amount of order $W$. Setting $F_N(x_p)=p$ gives the quantiles

$$x_p=-W\ln\left(1-p^{1/N}\right).$$

For the median, $2^{-1/N}=e^{-(\ln2)/N}\approx1-(\ln2)/N$ at large N, so

$$x_{1/2}\approx W\left(\ln N-\ln\ln2\right)=W(\ln N+0.37).$$

**Mean and scatter**

Order the states from shallow to deep. The chance that all N lie beyond $x$ is $e^{-Nx/W}$, so the shallowest depth is exponentially distributed with mean $W/N$. An exponential law has no memory: given that a depth exceeds $a$, its excess over $a$ has the original distribution,

$$\frac{e^{-(a+x)/W}}{e^{-a/W}}=e^{-x/W}.$$

The remaining $N-1$ states, measured from the shallowest, thus form a fresh sample. The next gap is independent of the first and has mean $W/(N-1)$. Repeating the argument down to the last state, whose gap has mean $W$, and adding all gaps gives

$$\langle x\rangle=W\sum_{k=1}^N\frac1k\approx W(\ln N+0.58).$$

The constant is Euler's, to two digits. An exponential variable of mean $W/k$ has variance $W^2/k^2$, and variances of independent gaps add:

$$\sigma^2=W^2\sum_{k=1}^N\frac1{k^2}\;\longrightarrow\;\frac{\pi^2}{6}W^2 .$$

The typical depth therefore grows as $W\ln N$, while the scatter tends to the constant $1.28\,W$. The relative scatter falls only as $1/\ln N$, so a larger sample does not sharpen the absolute depth. Nor do the deepest levels crowd together: for every $N\ge2$ the last gap has mean $W$.

**Large samples and a random number of states**

Put $e^{-x/W}=t/N$. Then

$$\ln F_N=N\ln\left(1-\frac tN\right)=-t-\frac{t^2}{2N}-\dots,$$

so $F_N$ tends to $e^{-t}=\exp(-Ne^{-x/W})$. The leading difference, $t^2e^{-t}/(2N)$, is largest at $t=2$, where it is $2e^{-2}/N$. For $N=50$ this is an error of 0.0054 in probability.

In a real volume the number of states also fluctuates. If it is Poisson distributed with mean N, the chance that none lies beyond $x\ge0$ is

$$\sum_{n=0}^\infty e^{-N}\frac{N^n}{n!}\left(1-e^{-x/W}\right)^n=e^{-N}e^{N(1-e^{-x/W})}=\exp\left(-Ne^{-x/W}\right).$$

The limiting form then holds at any N. Its value at $x=0$, $e^{-N}$, is the chance that the sample has no tail state at all.

**What the logarithm owes to the exponential**

Squaring N doubles $W\ln N$. For a half-Gaussian tail of width $s$, the chance of exceeding $x$ falls as $e^{-x^2/2s^2}$ times a slower prefactor. Dropping the prefactor, the condition of one expected state gives $x\approx s\sqrt{2\ln N}$, and squaring N multiplies the depth by $\sqrt2$. With the prefactor kept, going from $N=10^3$ to $10^6$ gives a factor 1.49, against 2.00 for the exponential tail.

**A small oxide channel**

Take a channel of amorphous indium gallium zinc oxide, 50 nm × 50 nm × 10 nm, with the rough values $W=20$ meV and $g_0=10^{20}$ cm⁻³ eV⁻¹. Then

$$N=(10^{20})(0.020)(2.5\times10^{-17})=50,$$

$$W\ln N=20\ \text{meV}\times3.912=78\ \text{meV}=0.078\ \text{eV}.$$

The median is 86 meV and the mean 90 meV. The standard deviation is 25.5 meV, or 28% of the mean, and the central 80% of such channels lie between 62 and 123 meV. At this N the offsets of order $W$ are visible beside the logarithm. Random sampling of 200,000 such channels gave a mean depth of 90.0 meV and on average 0.997 states deeper than $W\ln N$, where the expected number is one.

For equal relative changes, the width matters more than the count. At fixed $g_0$ and $V$, N is proportional to $W$, so

$$\frac{d(W\ln N)}{dW}=\ln N+1 .$$

A 10% larger $W$ deepens the typical level by 9.9 meV, about 13%. Halving N at fixed $W$ costs $W\ln2=13.9$ meV. That is also the loss if the states come in pairs of equal depth, since only N/2 depths are then independent. Poisson fluctuations of N shift the median by just −0.14 meV.

**What the model leaves out**

*Deep defects.* Suppose a flat background $g_b=10^{16}$ cm⁻³ eV⁻¹ extends to a depth of 1 eV. The channel then holds 0.25 background states on average, of which $0.25\times(1-0.078)=0.23$ lie beyond the typical tail extreme. The chance that at least one does is $1-e^{-0.23}=0.21$. Sampling both populations gives 0.20 for the chance that the deepest state of all is a defect.

*Charge.* For tail states placed at random with density $n=g_0W=2\times10^{18}$ cm⁻³ in an unbounded medium, the chance of no neighbour within $r$ is $e^{-4\pi nr^3/3}$. Integrating this over $r$ gives the mean nearest-neighbour distance,

$$d=\Gamma\left(\tfrac43\right)\left(\frac{4\pi n}{3}\right)^{-1/3}=4.4\ \text{nm}.$$

One electron trapped at that distance shifts a level by $e^2/(4\pi\varepsilon_0\varepsilon_rd)=33$ meV for $\varepsilon_r=10$, without screening by the gate. This exceeds $W$, so the result cannot be carried over unchanged to a partly filled tail.

*Confinement.* With hard walls and an effective mass $m=0.34\,m_e$, the lowest band state in a film of thickness $L=10$ nm is raised by $\hbar^2\pi^2/(2mL^2)=11$ meV. If the trap levels stay put, their depths below the raised edge grow by that amount.

*Hybridization.* Model two equally deep traps as zero-range wells a distance $d$ apart, each with decay constant $\kappa_0=\sqrt{2m\varepsilon}/\hbar$ when alone. At the typical depth $1/\kappa_0=1.2$ nm. The bonding state is $\psi=e^{-\kappa r_1}/r_1+e^{-\kappa r_2}/r_2$, with $r_1$ and $r_2$ the distances to the wells. Near the first well

$$r_1\psi\approx1-\kappa r_1+r_1\frac{e^{-\kappa d}}{d}.$$

The well fixes this slope at $-\kappa_0$, hence $\kappa=\kappa_0+e^{-\kappa d}/d$. The level deepens by $\hbar^2(\kappa^2-\kappa_0^2)/2m=1.1$ meV at $d=4.4$ nm, which is small beside $W$. This holds at the mean distance only. The shift grows quickly for close pairs, to 16 meV at 2 nm and 31 meV at 1.5 nm, and about 6.5% of randomly placed states have a neighbour within 2 nm. For such close pairs the depths cannot be treated as independent.

**When the deepest state matters thermally**

A single electron in equilibrium occupies a state of depth $\varepsilon$ with weight $e^{\varepsilon/kT}$. The average weight of a tail state is

$$\frac1W\int_0^\infty e^{-\varepsilon/W+\varepsilon/kT}\,d\varepsilon=\frac{1}{1-W/kT}\qquad(W<kT).$$

For $W\ge kT$ the integral diverges at large depth. When $W$ is clearly larger than $kT$, the few deepest states carry much of the tail's weight even in a large finite sample. At $W=kT$ their share falls slowly as N grows. The band competes with an effective number of orbitals $V(mkT/2\pi\hbar^2)^{3/2}$, here in its bulk form: 62 at 300 K and 8 at 77 K. This form ignores the film's confinement energy and so overestimates the number of thermally accessible band orbitals. If the trap levels stay put, the share given next for 300 K is therefore somewhat too low; at 77 K the band hardly matters. At 300 K, where $kT=25.9$ meV exceeds $W$, the deepest state holds on average 17% of the electron's occupation. At 77 K, where $kT=6.6$ meV, it holds 76%. With hard-wall levels across the film the 300 K share rises to about 19%. These shares count only the tail and the band. With the defect background assumed above and the bulk band, the deepest state of all holds about 33% at 300 K and 81% at 77 K, and the deepest tail state about 14% and 60%.

**Beside real devices**

The material parameters are rough values for this oxide, and tail width and defect density vary with processing. The 50 nm channel is far smaller than the micrometre-scale channels of display transistors. With the background assumed above, a large device violates the assumption that the gap holds nothing but the tail. The background overtakes the tail where $g_0e^{-\varepsilon/W}=g_b$, at $\varepsilon=W\ln(g_0/g_b)=184$ meV. A 10 µm × 10 µm channel of the same film has $N=2\times10^6$ and $W\ln N=290$ meV, beyond that crossing, and about 7,000 background states lie deeper still. There $W\ln N$ describes the deepest member of the tail, but not the deepest state in the gap. Even in the small channel, a background ten times denser would put 2.3 defects beyond 78 meV on average, and the chance of at least one would rise to 90%.

The numerical output below lists the values used here.

## Table of computed values

```
tail width W: 20.0 meV
tail density at edge: 1.0e+20 cm^-3 eV^-1
channel: 50 x 50 x 10 nm
channel volume: 2.50e-17 cm^3
tail states per volume: 2.00e+18 cm^-3
number of tail states N: 50
ln N: 3.912
typical (most probable) depth W ln N: 78.2 meV
same in eV: 0.0782 eV
peak found numerically: 78.2 meV
median depth: 85.7 meV
mean depth: 90.0 meV
sampled mean depth: 90.0 meV
standard deviation: 25.5 meV
standard deviation / mean: 0.283
10% quantile: 62.0 meV
90% quantile: 123.3 meV
sampled number deeper than W ln N: 0.997
sampled mean gap to second state: 20.0 meV
sampled slope of median per ln N, over W: 1.001
largest error of large-N law at this N: 0.0054
depth ratio, N 1e3 to 1e6, exponential: 2.000
depth ratio, N 1e3 to 1e6, Gaussian: 1.487
median shift, Poisson N: -0.14 meV
depth lost if N is halved: 13.9 meV
depth gained if W is 10% larger: 9.9 meV
defect background: 1.0e+16 cm^-3 eV^-1
background reaches to depth: 1.0 eV
mean number of background states: 0.250
chance background is deepest, estimate: 0.206
chance background is deepest, sampled: 0.204
depth where background equals tail: 184.2 meV
relative permittivity: 10.0
effective mass / electron mass: 0.34
mean nearest-neighbour distance: 4.40 nm
Coulomb energy at that distance: 32.8 meV
film confinement energy: 11.1 meV
decay length at typical depth: 1.20 nm
shift by equally deep neighbour: 1.06 meV
kT at 300 K: 25.85 meV
kT at 77 K: 6.64 meV
effective band orbitals in channel, 300 K: 62.2
effective band orbitals in channel, 77 K: 8.1
mean share in deepest state, 300 K: 0.172
mean share in deepest state, 77 K: 0.759
large channel side: 10 um
large channel N: 2.00e+06
large channel W ln N: 290.2 meV
large channel background states deeper: 7098
```
